# Small-wavevector limit of the erfc-screened exchange kernel

**Question**

I am working with a screened hybrid functional for silicon, with exchange fraction 1/4 and screening parameter $\omega=0.11$ inverse bohr. The exchange interaction is $\mathrm{erfc}(\omega r)/r$, and its Fourier transform is given as

$$v(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right).$$

I am asked to expand this at small $q$ and to show that it tends to about 260 "in atomic units". I am stuck on three points. The prefactor $4\pi/q^2$ blows up, so why is there a finite limit at all? What unit does the 260 carry? And my plane-wave code sets the $q=0$ entry of the kernel to zero, as it does for the Hartree term. Does that matter, if it is one entry among thousands?

**Answer**

The prefactor blows up, but the bracket vanishes at the same rate. I derive the transform first, because the derivation fixes the unit and shows where the finite value comes from.

**The transform**

I use Hartree atomic units and the convention

$$v(q)=\int d^3r\;e^{-i\mathbf q\cdot\mathbf r}\,\frac{\mathrm{erfc}(\omega r)}{r},\qquad \omega>0,$$

with no factor of 1/volume. Take the polar axis along $\mathbf q$ and let $u$ be the cosine of the polar angle. The angular integral is

$$2\pi\int_{-1}^{1}e^{-iqru}\,du=4\pi\,\frac{\sin qr}{qr}.$$

The volume element supplies $r^2$ and the interaction $1/r$, so one power of $r$ remains. It cancels against the $r$ in the denominator:

$$v(q)=\frac{4\pi}{q}\int_0^\infty \mathrm{erfc}(\omega r)\,\sin(qr)\,dr .$$

Now integrate by parts, using $\frac{d}{dr}\mathrm{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}$:

$$\int_0^\infty \mathrm{erfc}(\omega r)\sin(qr)\,dr=\left[-\frac{\mathrm{erfc}(\omega r)\cos qr}{q}\right]_0^\infty-\frac{2\omega}{\sqrt\pi\,q}\,I(q),$$

$$I(q)=\int_0^\infty e^{-\omega^2r^2}\cos(qr)\,dr .$$

The boundary term vanishes at infinity. Its lower limit contributes $+1/q$, since $\mathrm{erfc}(0)=1$.

To find $I(q)$, differentiate with respect to $q$, write $r e^{-\omega^2r^2}=-\frac{1}{2\omega^2}\frac{d}{dr}e^{-\omega^2r^2}$, and integrate by parts once more:

$$\frac{dI}{dq}=-\int_0^\infty r\,e^{-\omega^2r^2}\sin(qr)\,dr=\frac{1}{2\omega^2}\int_0^\infty\left(\frac{d}{dr}e^{-\omega^2r^2}\right)\sin(qr)\,dr=-\frac{q}{2\omega^2}\,I .$$

With $I(0)=\sqrt\pi/(2\omega)$ the solution is $I=\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}$. The factors $2\omega/\sqrt\pi$ and $\sqrt\pi/2\omega$ cancel, and your formula follows.

**The expansion**

Set $x=q^2/4\omega^2$, so that $4\pi/q^2=\pi/(\omega^2x)$. Then

$$v(q)=\frac{\pi}{\omega^2}\,\frac{1-e^{-x}}{x}.$$

Since $1-e^{-x}=x-\frac{x^2}{2}+\frac{x^3}{6}-\dots$, division by $x$ gives

$$v(q)=\frac{\pi}{\omega^2}\left(1-\frac x2+\frac{x^2}{6}-\dots\right)=\frac{\pi}{\omega^2}-\frac{\pi q^2}{8\omega^4}+\frac{\pi q^4}{96\omega^6}-\dots$$

The $1/q^2$ has been cancelled by the linear term of the exponential. For your parameter,

$$v(0)=\frac{\pi}{0.11^2}=\frac{3.1416}{0.0121}=259.64\ \text{hartree bohr}^3 .$$

This settles the unit: $1/r$ is an energy in hartree, and $d^3r$ adds a volume. In electronvolts and nanometres the limit is $1.0469$ eV nm³. It becomes an energy once it is divided by a volume.

The limit varies as $\omega^{-2}$, so the unit of $\omega$ deserves a check. A screening parameter of 0.2 per ångström is 0.1058 per bohr, not 0.11, and its limit is 280.47 hartree bohr³, which is 8% higher.

**Why it is finite, seen in real space**

At $q=0$ the transform is the volume integral of the interaction. For the bare $1/r$ this integral is $4\pi\int r\,dr$, which diverges at large distance. The factor erfc cuts it off at distances of order $1/\omega=0.481$ nm.

The same view gives an independent derivation of the series. Insert $\frac{\sin qr}{qr}=1-\frac{q^2r^2}{6}+\frac{q^4r^4}{120}-\dots$ into the radial integral:

$$v(q)=4\pi\int_0^\infty r\,\mathrm{erfc}(\omega r)\left(1-\frac{q^2r^2}{6}+\frac{q^4r^4}{120}-\dots\right)dr .$$

Term-by-term integration is allowed: the absolute values of the terms add up to $\sinh(qr)/(qr)$, and erfc falls fast enough to keep that integral finite. By parts, for $n\ge1$,

$$\int_0^\infty r^n\,\mathrm{erfc}(\omega r)\,dr=\frac{2\omega}{(n+1)\sqrt\pi}\int_0^\infty r^{n+1}e^{-\omega^2r^2}dr .$$

The Gaussian integrals with $r^2$, $r^4$ and $r^6$ are $\frac{\sqrt\pi}{4\omega^3}$, $\frac{3\sqrt\pi}{8\omega^5}$ and $\frac{15\sqrt\pi}{16\omega^7}$. The moments for $n=1,3,5$ are therefore $\frac{1}{4\omega^2}$, $\frac{3}{16\omega^4}$ and $\frac{5}{16\omega^6}$. Multiplied by $4\pi$, $-4\pi/6$ and $4\pi/120$, they return $\pi/\omega^2$, $-\pi/8\omega^4$ and $\pi/96\omega^6$.

**How small is small?**

The full series converges for every $q$, but stopping after a few terms needs $q\ll2\omega$, and the error can be bounded. For $t\ge0$ we have $e^{-t}\le1$. Integrating this from 0 gives $e^{-t}\ge1-t$, and integrating again gives $e^{-t}\le1-t+t^2/2$. Integrate the last two from 0 to $x$ and divide by $x$:

$$1-\frac x2\;\le\;\frac{1-e^{-x}}{x}\;\le\;1-\frac x2+\frac{x^2}{6}.$$

So two terms of the series never overestimate the kernel, and their error is at most $x^2/6$ of $v(0)$. Some values in hartree bohr³, at $\omega=0.11$ per bohr:

| $q$ (1/bohr) | $v(q)$ | two terms |
|---|---|---|
| 0.03 | 257.2 | 257.2 |
| 0.10 | 234.6 | 232.8 |
| 0.30 | 117.9 | 18.2 |
| 1.00 | 12.57 | −2423 |

Direct quadrature of the radial integral gives the same $v(q)$ to the digits shown. A 1% drop below the limit requires $x/2\approx0.01$, hence $q\approx2\omega\sqrt{0.02}=0.0311$ per bohr; the full formula gives 0.0312.

The last row shows the opposite limit. For $q\gg2\omega$ the exponential is negligible and $v\to4\pi/q^2$, the bare interaction, because short wavelengths probe distances at which erfc is still close to one. The order of limits matters too: $\omega\to0$ at fixed $q$ also gives $4\pi/q^2$, whereas $q\to0$ at fixed $\omega$ gives $\pi/\omega^2$, which grows without bound as the screening is removed.

There is also a rounding trap. At $q=10^{-9}$ per bohr, $x$ is about $2\times10^{-17}$. In double precision $e^{-x}$ then rounds to 1, and the formula typed literally returns 0 instead of 259.64. Use the library function `expm1` for $e^{-x}-1$, and enter $\pi/\omega^2$ by hand at $q=0$.

**What the $q=0$ entry does in your code**

In the Hartree term, the divergent $q=0$ entry cancels against the uniform parts of the other electrostatic terms in a neutral cell. Exchange has no such partner, so its finite entry must be kept.

To see the effect of dropping it, take $N$ k-points and cell volume $\Omega$. The orbitals then live in a box of volume $V=N\Omega$. They repeat from box to box, up to a common phase if the mesh is shifted off $\Gamma$; this phase cancels in the products $\varphi_i^*\varphi$ that enter below. In this box the interaction is

$$v(\mathbf r-\mathbf r')=\frac1V\sum_{\mathbf q}v(q)\,e^{i\mathbf q\cdot(\mathbf r-\mathbf r')} .$$

Here $\mathbf q$ runs over all differences of mesh points plus reciprocal lattice vectors. The exchange operator for one spin, with fraction $\alpha$, acts as

$$(K\varphi)(\mathbf r)=-\alpha\int d^3r'\,\gamma(\mathbf r,\mathbf r')\,v(\mathbf r-\mathbf r')\,\varphi(\mathbf r'),\qquad \gamma(\mathbf r,\mathbf r')=\sum_{i\,\text{occ}}\varphi_i(\mathbf r)\varphi_i^*(\mathbf r').$$

The $q=0$ part of the interaction is the constant $v(0)/V$, which comes out of the integral. What remains is $\gamma$ acting on $\varphi$. Because the orbitals are orthonormal, $\gamma$ is the projector $P$ onto the occupied states:

$$K_0=-c\,P,\qquad c=\frac{\alpha\,v(0)}{N\Omega}.$$

Each occupied level is lowered by $c$, and the empty levels are not touched.

Self-consistency does not change this in an insulator. Let $H$ be the converged Hamiltonian with the term included. $P$ is built from eigenstates of $H$, so the two commute. Dropping the term gives $H+cP$, which has the same eigenstates, with the occupied levels raised by $c$. If the gap of $H$ exceeds $c$, the same states stay occupied. The density matrix is then unchanged, and so is every part of $H$ that depends on it. The old density matrix is therefore a self-consistent solution of the new problem, with a gap smaller by $c$.

This was tested on a small model with $\alpha=1/4$: a cubic box of edge 12 bohr holding $2\times2\times2$ cells, a grid of 4 points per cell edge, a cosine potential of amplitude 1 hartree along each axis, one filled band per spin, and no Hartree term. Converged separately, the gap is 1.174881 hartree with the term and 1.137318 hartree without it. The difference, 0.037563 hartree, equals $0.25\,v(0)/12^3$ to the digits shown when $v(0)=\pi/0.11^2$ is left unrounded, and the elements of the two density matrices agree within $10^{-8}$. The gaps themselves belong to this coarse grid: with 6 points per cell edge the gap with the term falls to about 0.99 hartree, while the difference stays 0.037563 hartree.

In a metal the argument fails. With fractional occupation $f_i$ the shift of level $i$ is $-cf_i$, so levels with different occupations move relative to each other, and in general the occupations readjust.

**Numbers for silicon**

Take a rough lattice constant of 0.543 nm. The primitive cell of the face-centred cubic lattice has $\Omega=0.543^3/4=0.04003$ nm³. For a $4\times4\times4$ mesh,

$$c=\frac{0.25\times1.0469\ \text{eV nm}^3}{64\times0.04003\ \text{nm}^3}=0.102\ \text{eV}.$$

Your code would make the gap between mesh states smaller by this amount than the same mesh gives with the term kept. With everything else fixed, this shift is 0.030 eV on a $6\times6\times6$ mesh and 0.013 eV on $8\times8\times8$. It falls as $1/N$, so it looks like slow k-point convergence. Against silicon's gap of roughly 1.1 eV, the first value is about 9%. This is not the error against the converged gap, because a coarse mesh has an error of its own even with the term kept. In an estimate with fixed empirical-pseudopotential orbitals, measured against a $12\times12\times12$ mesh, the exchange part of the $\Gamma$–X gap with the term kept is too large by about 0.08, 0.014 and 0.003 eV on the three meshes. With the term dropped it is too small by about 0.025, 0.016 and 0.010 eV. On the coarsest mesh the two errors partly cancel by accident; on finer meshes the version with the term converges much faster.

Do not use the small-$q$ series for the other mesh points. The shortest nonzero $q$ on the $4\times4\times4$ mesh is $2\pi\sqrt3/(4\times0.543\ \text{nm})=5.0$ per nm. With $1/\omega=0.481$ nm this gives $x\approx1.45$, where the first two terms give only about half of the true value.

**Is the point value good enough on a coarse mesh?**

One might object that $v(q)$ already varies across the mesh cell around $q=0$, so that its value at the centre is too large. Test this on a Gaussian charge of unit norm and width $s=0.08$ nm, with density proportional to $e^{-r^2/2s^2}$. Its self-interaction on the mesh is $\frac{\alpha}{V}\sum_q v(q)e^{-q^2s^2}$. By Poisson summation this equals the self-interaction of the isolated charge plus its interaction with the periodic copies in neighbouring boxes. The mesh error is therefore the image interaction.

For separations $R\gg s$ that interaction is $\alpha\,\mathrm{erfc}(\mu R)/R$ per image, with $1/\mu^2=1/\omega^2+4s^2$, because the factor $e^{-q^2s^2}$ adds $s^2$ to the $1/4\omega^2$ in the exponent. Here $1/\mu=0.507$ nm, while the nearest image is 1.536 nm away, so erfc is tiny. The computed mesh error is $5\times10^{-5}$ eV with the $q=0$ term and $-0.102$ eV without it.

The rule is thus to keep $\pi/\omega^2$ at $q=0$ when the box is several times longer than $1/\omega$ and the charge is compact. If $\omega$ is so small that $1/\omega$ approaches the box size, the images interact and the point value no longer suffices. The Gaussian tests the treatment of the kernel; it does not give the full k-point error of silicon, whose orbitals are not isolated Gaussians. Width matters: $s=0.3$ nm already raises the image error to 0.013 eV, and for silicon the $4\times4\times4$ mesh error with the term kept is of the same order as $c$, as noted above.

**How this compares with real silicon**

The fraction 1/4 and $\omega=0.11$ per bohr are the HSE06 choices. The 0.102 eV is the effect of one omitted term, not a computed silicon gap.

The kernel itself is a model of screening. In a real semiconductor the static screened interaction at small $q$ is close to $4\pi/(\varepsilon q^2)$, with $\varepsilon$ roughly 12 for silicon, and this still diverges. To size the difference, integrate over a sphere with the volume of one mesh cell. Its radius follows from $\frac{4\pi}{3}Q^3=\frac{(2\pi)^3}{N\Omega}$, which gives $Q=2.85$ per nm. With orbital overlaps set to one,

$$\int_{q<Q}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{\varepsilon q^2}=\frac{16\pi^2Q}{8\pi^3\varepsilon}=\frac{2Q}{\pi\varepsilon},$$

in atomic units, which is 0.22 eV. The same integral over $\alpha v(q)$ gives 0.09 eV. Within this sphere, then, the model carries less than half of the nonlocal exchange that a dielectric estimate suggests. This is a measure of size, not a gap correction, since HSE06 treats the long-range exchange with a semilocal functional instead.

Temperature matters less for the term itself. At 300 K, thermal expansion of roughly $3\times10^{-6}$ per kelvin changes the volume by at most about 0.3%, and $c$ by 0.3 meV. The factor $e^{-E_g/2kT}\approx6\times10^{-10}$ supports fixed occupations in undoped material. Warming from 0 K to 300 K narrows the real gap by roughly 0.05 eV, mostly through lattice vibrations; this is the vibrational narrowing listed in the output, about half of $c$ on the $4\times4\times4$ mesh. Zero-point motion, which a fixed-lattice calculation also leaves out, narrows the gap further.

The full set of values is in the numerical output below.

## Computed results

```
screening parameter: 0.11 1/bohr
screening length 1/omega: 0.481 nm
limit v(0): 259.64 hartree bohr^3
limit v(0): 1.0469 eV nm^3
q^2 coefficient: -2682.2 hartree bohr^5
q^4 coefficient: 18472 hartree bohr^7
q = 0.01 1/bohr: integral 259.368, closed form 259.368, two terms 259.368 hartree bohr^3
q = 0.03 1/bohr: integral 257.237, closed form 257.237, two terms 257.222 hartree bohr^3
q = 0.05 1/bohr: integral 253.044, closed form 253.044, two terms 252.930 hartree bohr^3
q = 0.10 1/bohr: integral 234.570, closed form 234.570, two terms 232.814 hartree bohr^3
q = 0.30 1/bohr: integral 117.880, closed form 117.880, two terms 18.239 hartree bohr^3
q = 1.00 1/bohr: integral 12.566, closed form 12.566, two terms -2422.552 hartree bohr^3
q for 1% drop: 0.03122 1/bohr
leading estimate of that q: 0.03111 1/bohr
tiny q for rounding test: 1e-09 1/bohr
literal formula there: 0.00 hartree bohr^3
expm1 formula there: 259.64 hartree bohr^3
0.2 per angstrom equals: 0.1058 1/bohr
limit for that value: 280.47 hartree bohr^3
model gap with zero term: 1.174881 hartree
model gap without zero term: 1.137318 hartree
model gap change, formula: 0.037563 hartree
silicon lattice constant (rough): 0.543 nm
silicon cell volume: 0.04003 nm^3
exchange fraction: 0.25 (no unit)
gap error, 4x4x4 mesh: 0.1022 eV
gap error, 6x6x6 mesh: 0.0303 eV
gap error, 8x8x8 mesh: 0.0128 eV
remaining lines: 4x4x4 mesh
Gaussian charge width: 0.08 nm
image distance: 1.536 nm
erfc at image distance: 6.33e-06 (no unit)
mesh error with zero term: 5.16e-05 eV
mesh error without zero term: -0.1021 eV
relative permittivity (rough): 12 (no unit)
mesh-cell sphere radius: 2.849 1/nm
kernel part in sphere: 0.0893 eV
dielectric tail in sphere: 0.2176 eV
temperature: 300 K
linear expansion (rough): 3e-06 1/K
volume change from 0 K (upper size): 0.27 %
resulting change of zero term: 0.275 meV
silicon gap (rough): 1.1 eV
Boltzmann factor exp(-gap/2kT): 5.8e-10 (no unit)
vibrational gap narrowing (rough input): 0.05 eV
narrowing / zero term: 0.49 (no unit)
```
